# Octahedral splitting of aqueous Ni(II) from hydration enthalpies: test program

```python
"""Octahedral splitting of aqueous Ni(II) from hydration enthalpies.

Result under test: D = (5/6) * [H(8) - baseline(8)], where H(n) is the positive
magnitude of the hydration enthalpy of M(2+) with n d electrons, and baseline is
the quadratic through n = 0 (Ca), 5 (Mn), 10 (Zn). D is the eg - t2g splitting.
B, C: Racah repulsion parameters; zeta: one-electron spin-orbit constant.
The counting rules are tested against diagonalisation of the full d^n problem.
Many-electron energies are in cm^-1, thermochemical energies in kJ/mol.
"""
from functools import lru_cache, reduce
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

KJ_PER_CM = const.h * const.c * 100 * const.N_A / 1000
KJ_PER_EV = const.e * const.N_A / 1000

# ---------- d orbitals on an angular grid exact for all integrands used ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2 * np.pi * np.arange(12) / 12
ct, ph = [g.ravel() for g in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
weight = np.repeat(cos_weights, 12) * 2 * np.pi / 12
st = np.sqrt(1 - ct**2)
xyz = np.array([st * np.cos(ph), st * np.sin(ph), ct])
orbitals = np.array([
    np.sqrt(15 / (32 * np.pi)) * st**2 * np.exp(2j * ph),
    -np.sqrt(15 / (8 * np.pi)) * st * ct * np.exp(1j * ph),
    np.sqrt(5 / (16 * np.pi)) * (3 * ct**2 - 1) + 0j,
    np.sqrt(15 / (8 * np.pi)) * st * ct * np.exp(-1j * ph),
    np.sqrt(15 / (32 * np.pi)) * st**2 * np.exp(-2j * ph)])
density = np.einsum("ax,cx,x->acx", orbitals.conj(), orbitals, weight)
assert np.allclose(density.sum(axis=2), np.eye(5), atol=1e-12)

# Cubic field shape: quartic invariant without its spherical average.
field = density @ ((xyz**4).sum(axis=0) - 3 / 5)
raw = np.linalg.eigvalsh(field)
field = field / (raw[-1] - raw[0])
orbital_levels = np.linalg.eigvalsh(field)
assert np.allclose(orbital_levels, [-0.4, -0.4, -0.4, 0.6, 0.6], atol=1e-12)

# Coulomb angular integrals from Legendre polynomials of the mutual angle.
mutual = xyz.T @ xyz
coulomb = {}
for k in (2, 4):
    legendre = np.polynomial.legendre.legval(mutual, [0] * k + [1])
    coulomb[k] = np.einsum("acx,xy,bdy->abcd", density, legendre, density,
                           optimize=True)

# Spin-orbit operator l.s for one electron, m = 2, 1, 0, -1, -2.
m_values = np.arange(2, -3, -1)
l_plus = np.diag(np.sqrt(6.0 - m_values[1:] * (m_values[1:] + 1)), 1)
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
l_dot_s = (np.kron(np.diag(m_values), np.diag([0.5, -0.5]))
           + 0.5 * (np.kron(l_plus, s_plus.T) + np.kron(l_plus.T, s_plus)))

# ---------- many-electron states of ten spin orbitals ----------
lower, parity, one = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0]), np.eye(2)
annihilate = [reduce(np.kron, [parity] * i + [lower] + [one] * (9 - i))
              for i in range(10)]
electron_count = np.array([bin(s).count("1") for s in range(1024)])
pairs = list(combinations(range(10), 2))
first = np.array([p[0] for p in pairs])
second = np.array([p[1] for p in pairs])


@lru_cache(maxsize=None)
def removal_operators(n):
    """Single and pair removal operators acting on n-electron states."""
    s0, s1, s2 = [np.flatnonzero(electron_count == n - j) for j in range(3)]
    single = np.array([a[np.ix_(s1, s0)] for a in annihilate])
    after = np.array([a[np.ix_(s2, s1)] for a in annihilate])
    double = np.array([after[j] @ single[i] for i, j in pairs])
    return single, double


def levels(n, split, B, C, zeta=0.0):
    """All d^n energies in cm^-1, without the common monopole repulsion."""
    single, double = removal_operators(n)
    h = split * np.kron(field, one) + zeta * l_dot_s
    H = np.einsum("ixa,ij,jxb->ab", single, h, single, optimize=True)
    V = (49 * B + 7 * C) * coulomb[2] + 12.6 * C * coulomb[4]
    V = np.einsum("abcd,su,tv->asbtcudv", V, one, one).reshape(10, 10, 10, 10)
    i, j = first[:, None], second[:, None]
    k, l = first[None, :], second[None, :]
    W = V[i, j, k, l] - V[i, j, l, k]
    H = H + np.tensordot(double, np.tensordot(W, double, axes=(1, 0)),
                         axes=([0, 1], [0, 1]))
    assert np.allclose(H, H.conj().T, atol=1e-7)
    return np.linalg.eigvalsh(H)


# ---------- rough typical inputs ----------
H_MN, H_NI, H_ZN = 260.0, 530.0, 470.0      # kJ/mol, magnitude relative to Ca
HALF_ROUNDING = 5.0                         # kJ/mol
BAND_OBSERVED = 1200.0                      # nm
RACAH_B, RACAH_C, ZETA = 1000.0, 4000.0, 600.0   # cm^-1
REDUCTION = 0.05                            # fractional loss of B and C in water
BOND_LENGTH, BOND_STIFFNESS = 210.0, 150.0  # pm, N/m for each of six bonds
TEMPERATURE = 298.15                        # K

# ---------- baseline and extraction ----------
w_ca, w_mn, w_zn = -0.12, 0.64, 0.48
baseline = w_mn * H_MN + w_zn * H_ZN
excess = H_NI - baseline
splitting = 5 * excess / 6
split_cm = splitting / KJ_PER_CM


def fitted_splitting(ca, mn, ni, zn):
    """Extraction by an explicit polynomial fit, without the quoted weights."""
    curve = np.polyfit([0, 5, 10], [ca, mn, zn], 2)
    return 5 / 6 * (ni - np.polyval(curve, 8))


assert abs(fitted_splitting(0, H_MN, H_NI, H_ZN) - splitting) < 1e-9
offset = 1500.0
assert abs(fitted_splitting(offset, H_MN + offset, H_NI + offset, H_ZN + offset)
           - splitting) < 1e-8
cubic_curve = np.polyfit([0, 5, 10], [0, 5**3, 10**3], 2)
assert abs(np.polyval(cubic_curve, 8) - 8**3 - 48) < 1e-8
cubic_error = 48 * 0.05 * H_ZN / 10**3
corner_values = [fitted_splitting(0, H_MN + a, H_NI + b, H_ZN + c)
                 for a, b, c in product((-HALF_ROUNDING, HALF_ROUNDING), repeat=3)]
rounding_bound = 5 / 6 * HALF_ROUNDING * (1 + w_mn + w_zn)
assert abs(max(corner_values) - splitting - rounding_bound) < 1e-8
chord_split = 5 / 6 * (H_NI - (H_MN + 0.6 * (H_ZN - H_MN)))

# ---------- stabilisation from full diagonalisation ----------
free8 = levels(8, 0, RACAH_B, RACAH_C)
assert np.sum(abs(free8 - free8[0]) < 1e-4) == 21
assert np.sum(abs(free8 - free8[0] - 15 * RACAH_B) < 1e-4) == 9
for B, C, D in [(RACAH_B, RACAH_C, split_cm), (800, 3600, 7000), (1100, 4200, 12000)]:
    free, bound = levels(8, 0, B, C), levels(8, D, B, C)
    assert abs(free[0] - bound[0] - 1.2 * D) < 1e-4
    assert np.ptp(bound[:3]) < 1e-4
    assert np.allclose(bound[3:12] - bound[0], D, atol=1e-4)
    assert bound[12] - bound[0] > D + 1
complex8 = levels(8, split_cm, RACAH_B, RACAH_C)
ratio8 = (free8[0] - complex8[0]) / split_cm
free7 = levels(7, 0, RACAH_B, RACAH_C)
complex7 = levels(7, split_cm, RACAH_B, RACAH_C)
ratio7 = (free7[0] - complex7[0]) / split_cm
assert 0.6 < ratio7 < 0.79
free5 = levels(5, 0, RACAH_B, RACAH_C)
complex5 = levels(5, split_cm, RACAH_B, RACAH_C)
free10 = levels(10, 0, RACAH_B, RACAH_C)
complex10 = levels(10, split_cm, RACAH_B, RACAH_C)
assert np.ptp(complex5[:6]) < 1e-4 and complex5[6] - complex5[0] > 1000
assert abs(complex5[0] - free5[0]) < 1e-4
assert abs(complex10[0] - free10[0]) < 1e-4


def smooth(n):
    return 3000 + 5000 * n - 120 * n**2


recovered = fitted_splitting(smooth(0), smooth(5) + free5[0] - complex5[0],
                             smooth(8) + free8[0] - complex8[0],
                             smooth(10) + free10[0] - complex10[0])
assert abs(recovered - split_cm) < 1e-3

# ---------- neglected effects ----------
# Spin-orbit coupling in the free ion and in the complex.
assert abs(levels(8, 0, RACAH_B, RACAH_C, 1.0)[0] - free8[0] + 1.5) < 0.01
free_so = levels(8, 0, RACAH_B, RACAH_C, ZETA)
complex_so = levels(8, split_cm, RACAH_B, RACAH_C, ZETA)
gain_free = (free8[0] - free_so[0]) * KJ_PER_CM
gain_complex = (complex8[0] - complex_so[0]) * KJ_PER_CM
so_loss = gain_free - gain_complex
assert gain_free > gain_complex > 0

# Thermal electronic energy above the lowest level.
kT_cm = const.k * TEMPERATURE / (const.h * const.c * 100)


def thermal_energy(E):
    x = E - E[0]
    p = np.exp(-x / kT_cm)
    return (p @ x) / p.sum() * KJ_PER_CM


thermal_shift = thermal_energy(free_so) - thermal_energy(complex_so)

# Weaker repulsion in water, from total energies with both parameters reduced.
change = {n: levels(n, 0, (1 - REDUCTION) * RACAH_B, (1 - REDUCTION) * RACAH_C)[0] - e[0]
          for n, e in ((5, free5), (8, free8), (10, free10))}
repulsion_cm = 6 / 5 * fitted_splitting(0, -change[5], -change[8], -change[10])
assert abs(repulsion_cm - REDUCTION * (6 * RACAH_B + 4.2 * RACAH_C)) < 1e-3
repulsion_gain = repulsion_cm * KJ_PER_CM
# The Mn anchor's own part, relative to the mean energy of its configuration.
mn_loss = -REDUCTION * (free5[0] - free5.mean()) * KJ_PER_CM
ni_loss = -REDUCTION * (free8[0] - free8.mean()) * KJ_PER_CM
assert abs(w_mn * mn_loss - ni_loss - repulsion_gain) < 1e-6

# Bond contraction: strain against a splitting that varies as r^-5.
stiffness = 6 * BOND_STIFFNESS * 1e-24 * const.N_A / 1000   # kJ/mol/pm^2
contraction = 6 * splitting / (stiffness * BOND_LENGTH)
strain = 0.5 * stiffness * contraction**2
unstrained = BOND_LENGTH + contraction
minimum = minimize_scalar(
    lambda r: 0.5 * stiffness * (r - unstrained)**2
    - 1.2 * splitting * (BOND_LENGTH / r)**5,
    bounds=(BOND_LENGTH - 15, BOND_LENGTH + 25), method="bounded",
    options={"xatol": 1e-7})
assert abs(minimum.x - BOND_LENGTH) < 1e-3

band_predicted = 1e7 / split_cm
split_observed = 1e7 / BAND_OBSERVED


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("H(Mn) - H(Ca)", H_MN, "kJ/mol", 0)
show("H(Ni) - H(Ca)", H_NI, "kJ/mol", 0)
show("H(Zn) - H(Ca)", H_ZN, "kJ/mol", 0)
show("Observed first band", BAND_OBSERVED, "nm", 0)
show("Racah B", RACAH_B, "cm^-1", 0)
show("Racah C", RACAH_C, "cm^-1", 0)
show("Spin-orbit zeta", ZETA, "cm^-1", 0)
show("Assumed reduction of B and C in water", 100 * REDUCTION, "%", 0)
show("Ni-O bond length", BOND_LENGTH, "pm", 0)
show("Stiffness per bond", BOND_STIFFNESS, "N/m", 0)
show("Temperature", TEMPERATURE, "K", 2)
print("EXTRACTION")
print(f"Baseline weights Ca, Mn, Zn: {w_ca:.2f}, {w_mn:.2f}, {w_zn:.2f}")
show("Baseline at Ni, relative to Ca", baseline, "kJ/mol")
show("Excess of Ni", excess, "kJ/mol")
show("Splitting D", splitting, "kJ/mol")
show("Splitting D", splitting / KJ_PER_EV, "eV", 2)
show("Splitting D", split_cm, "cm^-1", 0)
show("Predicted first band", band_predicted, "nm", 0)
show("Splitting from observed band", split_observed, "cm^-1", 0)
show("Extracted / observed splitting", split_cm / split_observed, "", 2)
print("DIAGONALISATION")
show("d8 stabilisation / D", ratio8, "", 4)
show("d7 stabilisation / D", ratio7, "", 4)
show("d5 stabilisation / D", abs(free5[0] - complex5[0]) / split_cm, "", 4)
show("d8 first spin-allowed gap / D", (complex8[3] - complex8[0]) / split_cm, "", 4)
print("DATA AND BASELINE SENSITIVITY")
show("Largest rounding error in D, plus or minus", rounding_bound, "kJ/mol")
show("D with straight Mn-Zn baseline", chord_split, "kJ/mol")
show("Change of D per unit change of H(Ca)", -5 * w_ca / 6, "", 2)
show("Baseline error, cubic part 5% of Ca-Zn rise", cubic_error, "kJ/mol")
print("NEGLECTED EFFECTS")
show("Spin-orbit stabilisation, free ion", gain_free, "kJ/mol")
show("Spin-orbit stabilisation, complex", gain_complex, "kJ/mol")
show("Spin-orbit change of excess", -so_loss, "kJ/mol")
show("Repulsion loss of stability, Mn", mn_loss, "kJ/mol")
show("Repulsion loss of stability, Ni", ni_loss, "kJ/mol")
show("Repulsion change of excess", repulsion_gain, "kJ/mol")
show("Bond contraction", contraction, "pm")
show("Strain change of excess", -strain, "kJ/mol")
show("Thermal electronic change of excess", thermal_shift, "kJ/mol", 3)
show("Correction to D, spin-orbit", 5 * so_loss / 6, "kJ/mol")
show("Correction to D, repulsion", -5 * repulsion_gain / 6, "kJ/mol")
show("Correction to D, strain", 5 * strain / 6, "kJ/mol")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (rough typical values)
H(Mn) - H(Ca): 260 kJ/mol
H(Ni) - H(Ca): 530 kJ/mol
H(Zn) - H(Ca): 470 kJ/mol
Observed first band: 1200 nm
Racah B: 1000 cm^-1
Racah C: 4000 cm^-1
Spin-orbit zeta: 600 cm^-1
Assumed reduction of B and C in water: 5 %
Ni-O bond length: 210 pm
Stiffness per bond: 150 N/m
Temperature: 298.15 K
EXTRACTION
Baseline weights Ca, Mn, Zn: -0.12, 0.64, 0.48
Baseline at Ni, relative to Ca: 392.0 kJ/mol
Excess of Ni: 138.0 kJ/mol
Splitting D: 115.0 kJ/mol
Splitting D: 1.19 eV
Splitting D: 9613 cm^-1
Predicted first band: 1040 nm
Splitting from observed band: 8333 cm^-1
Extracted / observed splitting: 1.15
DIAGONALISATION
d8 stabilisation / D: 1.2000
d7 stabilisation / D: 0.6717
d5 stabilisation / D: 0.0000
d8 first spin-allowed gap / D: 1.0000
DATA AND BASELINE SENSITIVITY
Largest rounding error in D, plus or minus: 8.8 kJ/mol
D with straight Mn-Zn baseline: 120.0 kJ/mol
Change of D per unit change of H(Ca): 0.10
Baseline error, cubic part 5% of Ca-Zn rise: 1.1 kJ/mol
NEGLECTED EFFECTS
Spin-orbit stabilisation, free ion: 11.0 kJ/mol
Spin-orbit stabilisation, complex: 1.0 kJ/mol
Spin-orbit change of excess: -9.9 kJ/mol
Repulsion loss of stability, Mn: 30.2 kJ/mol
Repulsion loss of stability, Ni: 5.7 kJ/mol
Repulsion change of excess: 13.6 kJ/mol
Bond contraction: 6.1 pm
Strain change of excess: -10.0 kJ/mol
Thermal electronic change of excess: 0.032 kJ/mol
Correction to D, spin-orbit: 8.3 kJ/mol
Correction to D, repulsion: -11.4 kJ/mol
Correction to D, strain: 8.3 kJ/mol
finished without a failed check
```
